\section*{Finite-Difference Hessian-Vector Products: Step Size and the Lowest-Mode Floor}

\section*{Problem}

An iterative eigensolver needs products of the Hessian $H$ with vectors, but only gradients $g$ of the energy are available. For a unit vector $v$, the product at the geometry $x_0$ is approximated by one of
\begin{align}
D_{\rm f}(v)&=\frac{\hat g(x_0+hv)-\hat g(x_0)}{h}, &
D_{\rm c}(v)&=\frac{\hat g(x_0+hv)-\hat g(x_0-hv)}{2h},
\end{align}
where $\hat g=g+\eta$ is the computed gradient and its error obeys $|\eta|\le\varepsilon$.

\begin{enumerate}
\item Which step $h$ minimises the worst-case error of each product, and how large is the error that remains?
\item How accurately can the lowest eigenvalue and its mode then be found?
\item Evaluate the results for five masses $m=20000\,m_e$ on a line between fixed walls, with displacements $x_1,\dots,x_5$ and energy
\begin{equation}
E=\sum_{b=1}^{6}D_b\left(1-e^{-ad_b}\right)^2,\qquad d_b=x_b-x_{b-1},\quad x_0=x_6=0 ,
\end{equation}
where in this formula $x_0$ and $x_6$ denote the walls. Take $D_1=0.05$ hartree, the other $D_b=0.10$ hartree, $a=1\,\mathrm{bohr}^{-1}$ and $\varepsilon=10^{-6}$ hartree/bohr. The reference geometry is the minimum, where all displacements vanish.
\end{enumerate}

\section*{Solution}

\subsection*{1. Truncation against noise}

Let $t$ and $q$ be the second and third derivatives of $g(x_0+sv)$ with respect to $s$ at $s=0$. They are vectors, with norms $T=|t|$ and $Q=|q|$, both assumed nonzero. Taylor's theorem gives
\begin{equation}
g(x_0\pm hv)=g(x_0)\pm hHv+\frac{h^2}{2}t\pm\frac{h^3}{6}q+O(h^4).
\end{equation}
In the forward difference $g(x_0)$ cancels, and division by $h$ leaves $ht/2$ as the leading truncation error. In the central difference the term in $t$ cancels as well. The two cubic terms add to $h^3q/3$, and division by $2h$ leaves $h^2q/6$.

Two noise vectors can differ by at most $2\varepsilon$ in norm. Dividing this by $h$ or by $2h$ and using the triangle inequality, we obtain, to leading order in $h$,
\begin{equation}
E_{\rm f}(h)=\frac{hT}{2}+\frac{2\varepsilon}{h},\qquad
E_{\rm c}(h)=\frac{h^2Q}{6}+\frac{\varepsilon}{h}.
\end{equation}
These bounds are attained when the two noise vectors are $\pm\varepsilon$ times the unit vector along the truncation error.

For the forward difference, $E_{\rm f}'=T/2-2\varepsilon/h^2=0$ gives
\begin{equation}
h_{\rm f}=2\sqrt{\frac{\varepsilon}{T}},\qquad
E_{\rm f}(h_{\rm f})=\sqrt{\varepsilon T}+\sqrt{\varepsilon T}=2\sqrt{\varepsilon T}.
\end{equation}
For the central difference, $E_{\rm c}'=hQ/3-\varepsilon/h^2=0$ gives $h_{\rm c}^3=3\varepsilon/Q$. The truncation term is then $h_{\rm c}^3Q/(6h_{\rm c})=\varepsilon/(2h_{\rm c})$, half the noise term, so that
\begin{equation}
h_{\rm c}=\left(\frac{3\varepsilon}{Q}\right)^{1/3},\qquad
E_{\rm c}(h_{\rm c})=\frac{3\varepsilon}{2h_{\rm c}}
=\frac12\left(9Q\varepsilon^2\right)^{1/3}.
\end{equation}
The last form follows from $(3/2)\,3^{-1/3}=3^{2/3}/2$. Both second derivatives of the error functions are positive, so these are minima.

The square root and cube root describe how the steps scale with noise. The anharmonicities $T$ and $Q$ supply the remaining dimensions. The central floor itself scales as $\varepsilon^{2/3}$, not as $\varepsilon^{1/3}$.

If the step is wrong by a factor $c$, each truncation or noise term is rescaled by its own power of $c$:
\begin{equation}
\frac{E_{\rm f}(ch_{\rm f})}{E_{\rm f}(h_{\rm f})}=\frac{c+1/c}{2},\qquad
\frac{E_{\rm c}(ch_{\rm c})}{E_{\rm c}(h_{\rm c})}=\frac{c^2+2/c}{3}.
\end{equation}
A threefold error in either direction costs a factor $1.67$ for forward differences. For central differences it costs $2.04$ if the step is too short and $3.22$ if it is too long. A rough estimate of $T$ or $Q$ is therefore enough. With one coarse step $s$ and $\hat g_k=\hat g(x_0+ksv)$,
\begin{equation}
T\approx\frac{|\hat g_1-2\hat g_0+\hat g_{-1}|}{s^2},\qquad
Q\approx\frac{|\hat g_2-2\hat g_1+2\hat g_{-1}-\hat g_{-2}|}{2s^3}.
\end{equation}
Adding the absolute weights shows that noise changes these estimates by at most $4\varepsilon/s^2$ and $3\varepsilon/s^3$.

\subsection*{2. What reaches the lowest mode}

Let $Hv_j=\lambda_jv_j$ with orthonormal $v_j$ and $\lambda_1<\lambda_2\le\dots\le\lambda_{\max}$. Suppose first that the noise is frozen and the solver has converged, so that $Hu+e=\mu u$, where $e$ is the error of the product and $|e|\le\delta$. Write $u\propto v_1+\sum_{j>1}c_jv_j$ with small $c_j$. Projection on $v_1$ and on $v_j$ gives, to first order,
\begin{equation}
\mu-\lambda_1=v_1\cdot e,\qquad
c_j=\frac{v_j\cdot e}{\lambda_1-\lambda_j}\quad(j>1).
\end{equation}
Every denominator has magnitude at least $\lambda_2-\lambda_1$. The angle $\theta$ between $u$ and $v_1$ therefore satisfies
\begin{equation}
\tan\theta=\Big(\sum_{j>1}c_j^2\Big)^{1/2}\lesssim\frac{\delta}{\lambda_2-\lambda_1}.
\label{angle}
\end{equation}

Fresh noise prevents convergence to a fixed point, but the same bound holds for the damped iteration $u\leftarrow u-\alpha(Hu+e)$, followed by normalisation, with $0<\alpha<1/\lambda_{\max}$. To first order, the vector $c$ of admixtures obeys
\begin{equation}
|c_{\rm new}|\le\frac{1-\alpha\lambda_2}{1-\alpha\lambda_1}|c|
+\frac{\alpha\delta}{1-\alpha\lambda_1}.
\end{equation}
Setting $|c_{\rm new}|=|c|$ on the right and left gives the limiting bound $|c|=\delta/(\lambda_2-\lambda_1)$.

The exact Rayleigh quotient of the resulting direction is much less sensitive:
\begin{equation}
\frac{u\cdot Hu}{u\cdot u}-\lambda_1
=\frac{\sum_{j>1}c_j^2(\lambda_j-\lambda_1)}{1+\sum_{j>1}c_j^2}
\le(\lambda_{\max}-\lambda_1)\tan^2\theta .
\label{rayleigh}
\end{equation}
This quotient is not what the solver measures. The measured $\mu$ also contains $v_1\cdot e$, which is of first order. The variational principle protects against an error in the direction, not against an error in the product. One can therefore converge the direction with forward differences, at one new gradient per product if $\hat g(x_0)$ is stored, and evaluate the eigenvalue with one final central product.

For the eigenvalue alone, only the error along $v_1$ matters. Repeating part 1 with $\tau=|v_1\cdot t|$ and $\kappa=|v_1\cdot q|$ in place of $T$ and $Q$ gives the floors
\begin{equation}
\Lambda_{\rm f}=2\sqrt{\varepsilon\tau},\qquad
\Lambda_{\rm c}=\frac12\left(9\kappa\varepsilon^2\right)^{1/3},
\end{equation}
each at its own optimal step.

\subsection*{3. The Morse chain}

The force in bond $b$ expands as
\begin{equation}
\frac{\partial E}{\partial d_b}=2D_ba\left(e^{-ad_b}-e^{-2ad_b}\right)
=2D_ba^2d_b-3D_ba^3d_b^2+\frac73D_ba^4d_b^3+\dots
\end{equation}
Its second and third derivatives at $d_b=0$ are $-6D_ba^3$ and $14D_ba^4$. Let $d_b$ now denote the extensions produced by the unit vector $v_1$. Projecting the gradient on $v_1$ multiplies each bond force by $d_b$, so
\begin{equation}
v_1\cdot t=-6a^3\sum_bD_bd_b^3,\qquad
v_1\cdot q=14a^4\sum_bD_bd_b^4>0.
\label{projected}
\end{equation}

The harmonic chain has $\lambda_1=0.04156$, $\lambda_2=0.17070$ and $\lambda_{\max}=0.7402$ hartree/bohr$^2$. Along the lowest mode, $T=0.0484$ and $\tau=0.00815$ hartree/bohr$^3$, while $Q=0.0485$ and $\kappa=0.0277$ hartree/bohr$^4$. For the forward product,
\begin{equation}
h_{\rm f}=2\sqrt{\frac{10^{-6}}{0.0484}}=0.0091\ \text{bohr},\qquad
2\sqrt{10^{-6}\times0.0484}=4.4\times10^{-4}\ \text{hartree/bohr}^2.
\end{equation}
For the central product, $h_{\rm c}=(3\times10^{-6}/0.0485)^{1/3}=0.040$ bohr. The four cases are as follows.

\begin{center}
\begin{tabular}{lccc}
\hline
Case & Best step & Floor & Floor$/\lambda_1$\\
 & (bohr) & ($10^{-5}$ hartree/bohr$^2$) & (\%)\\
\hline
Product, forward & 0.0091 & 44.0 & 1.06\\
Product, central & 0.0395 & 3.8 & 0.09\\
Eigenvalue, forward & 0.0222 & 18.1 & 0.43\\
Eigenvalue, central & 0.0477 & 3.1 & 0.08\\
\hline
\end{tabular}
\end{center}

Direct minimisation of the actual worst-case errors over steps up to $0.2$ bohr agrees with these floors to within about $1.3\%$; the numerical output gives the values. The floors are minima within the range where the leading Taylor term dominates; at much longer steps truncation terms of opposite sign can cancel by accident. The largest difference is in the forward eigenvalue. There the next truncation term, $h^2v_1\cdot q/6$, opposes the leading one, because $v_1\cdot t$ is negative when $v_1$ is taken with positive components. Their ratio is $h\kappa/(3\tau)\approx0.025$, and truncation supplies half the floor, so the expected reduction is about $1.3\%$, as found. For a displacement along $-v_1$ the two terms add, and the floor rises by about as much.

An unnecessarily small step is harmful. At $h=10^{-4}$ bohr the worst forward error is $2.0\times10^{-2}$ hartree/bohr$^2$, about half of $\lambda_1$, and the central error is $1.0\times10^{-2}$ hartree/bohr$^2$. Noise dominates both.

With the forward floor, equation \eqref{angle} bounds the mode error by $4.40\times10^{-4}/0.1291=3.4\times10^{-3}$. After its initial transient, an iterative run with random noise reached at most $1.72\times10^{-3}$. For central differences the bound is $2.9\times10^{-4}$ and the largest observed value was $1.1\times10^{-4}$. The observed values belong to particular noise sequences; the bounds cover less favourable ones.

Equation \eqref{rayleigh} limits the eigenvalue error due to the forward direction to $0.81\times10^{-5}$ hartree/bohr$^2$. The final direction in the run gave only $2.7\times10^{-7}$. Central evaluation along that direction had a largest error of $3.0\times10^{-5}$ hartree/bohr$^2$ over repeated noise draws, against $2.9\times10^{-5}$ when the solver used central products throughout. In this example the final product, not the direction, limits the eigenvalue.

\section*{Frequencies and soft modes}

In atomic units $\omega=\sqrt{\lambda_1/m}$, so a small eigenvalue error $\delta\lambda$ gives
\begin{equation}
\delta\omega\approx\frac{\delta\lambda}{2m\omega}.
\end{equation}
Here $\omega=1.441\times10^{-3}$ hartree, or $316.4\ \mathrm{cm}^{-1}$. Using $\Lambda_{\rm f}$ and $\Lambda_{\rm c}$ for $\delta\lambda$ gives uncertainties of $0.69$ and $0.12\ \mathrm{cm}^{-1}$. They describe a product along the correct mode. A direction error adds the second-order amount above and also changes the truncation error. For the forward product the leading truncation error along $u$ is $h\,u\cdot t(u)/2$, which is cubic in $u$, so a small angle $\theta$ changes it by at most about $3hT\theta/2$. If the direction is converged at the product step, where the angle bound is $3.4\times10^{-3}$, and the value is then taken at the forward eigenvalue step, this is $5.5\times10^{-6}$ hartree/bohr$^2$, still small compared with $\Lambda_{\rm f}$.

The linear formula fails when $\lambda_1$ is comparable with its error. To leading order, the sign of the curvature is guaranteed if $|\lambda_1|>\Lambda$, which for positive curvature means $\omega>\sqrt{\Lambda/m}$. At the anharmonicity of this chain the thresholds are $21\ \mathrm{cm}^{-1}$ for forward and $8.7\ \mathrm{cm}^{-1}$ for central differences. At fixed anharmonicity they scale as $\varepsilon^{1/4}$ and $\varepsilon^{1/3}$, the square roots of the eigenvalue floors.

Below the forward threshold, truncation and worst-case noise together can reverse the sign. Subtracting an isotropic harmonic term, proportional to $\sum_i x_i^2$, from the energy lowers the curvature without changing the mode $v_1$, the gap, $t$ or $q$. With the true curvature set to $+9.0\times10^{-5}$ hartree/bohr$^2$, half of $\Lambda_{\rm f}$, a displacement along $v_1$, taken with positive components, and unfavourable noise made the measured value $-8.8\times10^{-5}$: a minimum appeared to be a saddle. Along $-v_1$ truncation raises the measured value instead, and at the same step and noise level it stays positive. For central differences the threshold is cautious for a positive curvature in this chain, because by \eqref{projected} the leading truncation error is positive and cannot lower the measured value.

\section*{When symmetry removes the leading term}

If all six bonds are equal, the lowest mode satisfies $v_i=v_{6-i}$, and hence $d_b=-d_{7-b}$. The cubes in \eqref{projected} cancel in pairs, so $\tau=0$. The forward eigenvalue truncation is then $h^2\kappa/6$, although the full product still has an error of order $h$. Numerically, doubling $h$ multiplied the noise-free product error by $2.000$ and its projection on the mode by $4.000$.

The forward eigenvalue error is now bounded by $h^2\kappa/6+2\varepsilon/h$. This is the central expression with $\varepsilon$ replaced by $2\varepsilon$. Its optimal step therefore scales as $\varepsilon^{1/3}$, and its floor is $2^{2/3}\approx1.6$ times the central one. The square-root rule for the eigenvalue thus requires $\tau\ne0$, whereas the rule for the whole product requires $T\ne0$.

All these estimates also require the optimal step to lie where the leading Taylor term dominates. For the forward product this means $h_{\rm f}Q/(3T)\ll1$; here the ratio is $0.003$. For the forward eigenvalue the condition is $h\kappa/(3\tau)\ll1$ at its own step; here the ratio is $0.025$, so this estimate fails first. Larger noise lengthens the step and eventually violates the condition. Conversely, if the gradient error varies smoothly with geometry, $\eta_1-\eta_0$ shrinks with $h$, and the noise term $2\varepsilon/h$ overestimates the damage at small steps.

\section*{Computed results}
\begin{verbatim}
bond depths, first / others: 0.05 / 0.10 hartree
Morse exponent: 1.0 1/bohr; mass: 20000 m_e
gradient noise eps: 1.0e-06 hartree/bohr
lowest eigenvalue: 0.041558 hartree/bohr^2
second eigenvalue: 0.170695 hartree/bohr^2
largest eigenvalue: 0.740167 hartree/bohr^2
gap: 0.129136 hartree/bohr^2
lowest mode components: 0.4120 0.5324 0.5421 0.4392 0.2451
T, tau: 0.04839, 0.00815 hartree/bohr^3
Q, kappa: 0.04852, 0.02765 hartree/bohr^4
coarse step 0.2 bohr: T estimate 0.04856 hartree/bohr^3
coarse step 0.2 bohr: Q estimate 0.04877 hartree/bohr^4
forward product: step formula 0.00909, scan 0.00911 bohr
  floor formula 4.400e-04, scan 4.395e-04 hartree/bohr^2
forward eigenvalue: step formula 0.02216, scan 0.02275 bohr
  floor formula 1.805e-04, scan 1.782e-04 hartree/bohr^2
central product: step formula 0.03954, scan 0.03954 bohr
  floor formula 3.793e-05, scan 3.793e-05 hartree/bohr^2
central eigenvalue: step formula 0.04769, scan 0.04769 bohr
  floor formula 3.145e-05, scan 3.145e-05 hartree/bohr^2
worst product error by step (hartree/bohr^2):
  h=1e-04 bohr: forward 2.00e-02, central 1.00e-02
  h=1e-03 bohr: forward 2.02e-03, central 1.00e-03
  h=1e-02 bohr: forward 4.41e-04, central 1.01e-04
  h=1e-01 bohr: forward 2.38e-03, central 9.09e-05
forward measured exponents: step 0.5002, floor 0.4999
central measured exponents: step 0.3333, floor 0.6667
forward error/floor, step/3 and step*3: 1.667, 1.657
central error/floor, step/3 and step*3: 2.037, 3.224
forward solver: largest tan(angle) 1.72e-03, bound 3.41e-03
  largest eigenvalue error 1.32e-04 hartree/bohr^2
central solver: largest tan(angle) 1.09e-04, bound 2.94e-04
  largest eigenvalue error 2.93e-05 hartree/bohr^2
true Rayleigh error, forward direction: 2.72e-07 hartree/bohr^2
its second-order bound: 8.11e-06 hartree/bohr^2
forward direction + central value, largest error: 2.97e-05 hartree/bohr^2
equal bonds, forward truncation ratio on doubling h: product 2.000, eigenvalue 4.000
soft mode, true 9.03e-05: worst measured -8.80e-05 hartree/bohr^2
soft mode, true 2.71e-04: worst measured 9.25e-05 hartree/bohr^2
lowest frequency: 1.441499e-03 hartree = 316.37 cm^-1
forward frequency uncertainty: 0.687 cm^-1; sign threshold: 20.85 cm^-1
central frequency uncertainty: 0.120 cm^-1; sign threshold: 8.70 cm^-1
\end{verbatim}
